\section*{Logarithmic soft-photon factor from the late Coulomb deflection of charges, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part I. Charges that never become quite free}

\subsection{What goes wrong}

Suppose that a neutral particle decays into charged ones, and that we want the radiation at very low frequency $\omega$. Low's theorem offers an expansion: a term of order $1/\omega$, fixed by the charges and final momenta, followed by a term of order $\omega^0$, fixed by the angular momenta. In four spacetime dimensions the second term, evaluated on the true classical trajectories, is infinite.

The reason lies in the orbits. The theorem assumes that an outgoing charge ends on a straight line $X^\mu=c^\mu+u^\mu\tau$, with a definite offset $c^\mu$. Two receding charges, however, repel or attract each other with a force that falls as $1/\tau^2$. One integration gives a velocity that approaches its limit as $1/\tau$; a second gives a displacement that grows as $\ln\tau$. The velocities have limits, and the pole survives. The offsets have none, and the next term has nothing finite to refer to.

A photon of frequency $\omega$ is sensitive to the motion up to times of order $1/\omega$; more precisely, up to $1/[\omega(1-\mathbf n\cdot\mathbf v)]$ for a charge of velocity $\mathbf v$ seen in direction $\mathbf n$, where the extra factor does not depend on $\omega$. We may therefore expect the divergent $\ln\tau$ to turn into $-\ln\omega$. The task is to find the coefficient, with its sign, and to show that no other electromagnetic effect in the classical motion contributes to it. The result is the classical, Coulomb part of the Sahoo--Sen correction to Low's theorem.

\subsection{Conventions and the radiating current}

We set $c=\hbar=1$, use Heaviside--Lorentz charges, and take the metric $(+,-,-,-)$. Particle $a$ has charge $q_a$, mass $m_a$, position $X_a^\mu(\tau)$ at proper time $\tau$, four-velocity $u_a^\mu=dX_a^\mu/d\tau$ with $u_a^2=1$, and momentum $p_a^\mu=m_au_a^\mu$. When no argument is written, $u_a$ and $p_a$ denote limits at late time. The photon momentum is $k^\mu=\omega(1,\mathbf n)$ with $\mathbf n^2=1$, so $k\cdot x=\omega(t-\mathbf n\cdot\mathbf x)$.

The Fourier transform of the current of point charges is
\begin{equation}
J^\mu(k)=\int d^4x\,e^{ik\cdot x}J^\mu(x)
=\sum_a q_a\int d\tau\,u_a^\mu(\tau)\,e^{ik\cdot X_a(\tau)} .
\label{current}
\end{equation}
For a massive particle $k\cdot u_a>0$, and
$d(e^{ik\cdot X_a})/d\tau=i\,k\cdot u_a\,e^{ik\cdot X_a}$.
We can therefore write the exponential as a derivative divided by $i\,k\cdot u_a$ and integrate by parts. Since $-1/i=i$, a charge created at the origin at $\tau=0$ gives
\begin{equation}
J_a^\mu=iq_a\left[\frac{u_a^\mu(0)}{k\cdot u_a(0)}
+\int_0^\infty d\tau\,e^{ik\cdot X_a}\,
\frac{d}{d\tau}\frac{u_a^\mu}{k\cdot u_a}\right].
\label{parts}
\end{equation}
The first term is the lower boundary: it enters as $-u_a^\mu(0)/(i\,k\cdot u_a(0))$, which equals $+i\,u_a^\mu(0)/(k\cdot u_a(0))$. The upper boundary has been removed by an infinitesimal damping at late time, the usual meaning of such a Fourier integral.

As $\omega\to0$ the exponential in (\ref{parts}) tends to one. The integral then supplies the difference between the final and initial values of $u_a^\mu/(k\cdot u_a)$, the initial value cancels, and the pole is
\begin{equation}
J^\mu_{\rm pole}=i\sum_a q_a\frac{p_a^\mu}{p_a\cdot k}.
\label{pole}
\end{equation}
If there are incoming charges, the same expression with their momenta is subtracted. We define the soft factor for a photon polarization $\varepsilon$ with $\varepsilon\cdot k=0$ by
\begin{equation}
S=-i\,\varepsilon\cdot J .
\label{softdef}
\end{equation}
Its pole is $\sum_aq_a\,\varepsilon\cdot p_a/(p_a\cdot k)$, the leading soft factor with its usual sign.

\subsection{The finite term for charges that do become free}

It is useful to see where an offset would enter if there were one. Let the charges of a neutral parent start at the origin and move on $X_a=c_a+u_a\tau$ after a time $\tau_1$. From (\ref{current}) the free part gives
\begin{align}
q_a\int_{\tau_1}^\infty d\tau\,u_a^\mu e^{ik\cdot X_a}
&=iq_a\frac{u_a^\mu}{k\cdot u_a}\,e^{ik\cdot(c_a+u_a\tau_1)}
\nonumber\\
&=iq_a\frac{u_a^\mu}{k\cdot u_a}
-q_a\frac{u_a^\mu\,k\cdot c_a}{k\cdot u_a}
-q_au_a^\mu\tau_1+O(\omega).
\end{align}
In the earlier part the exponential may be replaced by one at this order. The integral of the four-velocity is then the total displacement, $c_a^\mu+u_a^\mu\tau_1$, and it contributes $q_a(c_a^\mu+u_a^\mu\tau_1)$. The arbitrary time $\tau_1$ cancels, and the term of order $\omega^0$ is
\begin{equation}
J^\mu_{0}=\sum_aq_a\left(c_a^\mu-u_a^\mu\frac{k\cdot c_a}{k\cdot u_a}\right).
\label{offset}
\end{equation}
An offset along $u_a$ drops out, as it must, because it only shifts the origin of proper time. Multiplying and dividing by $m_a$, we may also write the bracket as $k_\rho(c_a^\mu p_a^\rho-c_a^\rho p_a^\mu)/(k\cdot p_a)$, which contains the orbital angular momentum of the free line. This is the quantity that the Coulomb force spoils.

\subsection{The field of a receding charge}

In the rest frame of charge $b$, placed at the origin, the electric field is $\mathbf E=q_b\mathbf x/(4\pi r^3)$ and the magnetic field is zero. With $F^{\mu\nu}=\partial^\mu A^\nu-\partial^\nu A^\mu$ and our metric, $F^{i0}=-\partial_iA^0-\partial_tA^i=E^i$. The covariant form is
\begin{equation}
F_b^{\mu\nu}(x)=\frac{q_b}{4\pi}\,
\frac{x^\mu u_b^\nu-x^\nu u_b^\mu}{[(u_b\cdot x)^2-x^2]^{3/2}} .
\label{field}
\end{equation}
For $u_b=(1,\mathbf 0)$ the denominator is $r^3$, the component $F^{i0}$ is $q_bx^i/(4\pi r^3)$, and $F^{ij}=0$. Both sides are tensors, so agreement in this frame is agreement in every frame.

The equation of motion is $dp_a^\mu/d\tau=q_aF^{\mu\nu}u_{a\nu}$; for a charge at rest its spatial part is $q_aE^i$, which confirms the sign. To leading order we evaluate the force on the line $x=u_a\tau$. Put
\begin{equation}
\gamma_{ab}=u_a\cdot u_b ,
\end{equation}
the Lorentz factor of the relative velocity. Then
\begin{align}
(x^\mu u_b^\nu-x^\nu u_b^\mu)u_{a\nu}
&=\tau(\gamma_{ab}u_a^\mu-u_b^\mu),\\
(u_b\cdot x)^2-x^2&=\tau^2(\gamma_{ab}^2-1).
\end{align}
For $\tau>0$ one power of $\tau$ in the numerator and three in the denominator leave
\begin{align}
\frac{dp_a^\mu}{d\tau}&=\frac{W_a^\mu}{\tau^2},\nonumber\\
W_a^\mu&=\sum_{b\ne a}\frac{q_aq_b}{4\pi}\,
\frac{\gamma_{ab}u_a^\mu-u_b^\mu}{(\gamma_{ab}^2-1)^{3/2}} .
\label{W}
\end{align}
In the rest frame of $b$ the spatial part of $W_a$ points along the velocity of $a$ when the charges have equal signs, so they repel. Moreover $u_a\cdot W_a=0$, since $\gamma_{ab}-\gamma_{ab}=0$; the force does not change the mass.

\subsection{Why other electromagnetic forces do not matter at this order}

The field acting at $u_a\tau$ was emitted when charge $b$ was at $u_b\tau_b$, with a lightlike separation between the two points:
\begin{equation}
(u_a\tau-u_b\tau_b)^2=\tau^2-2\gamma_{ab}\tau\tau_b+\tau_b^2=0 .
\end{equation}
The earlier root is $\tau_b=\tau\,[\gamma_{ab}-(\gamma_{ab}^2-1)^{1/2}]$. It is a fixed positive fraction of $\tau$. At late time the source is therefore also seen at a late time, when it is already close to its final velocity, and incoming charges are no longer seen.

The corrections can now be counted. The velocity of the source differs from its limit by order $1/\tau$, which changes the force by order $\tau^{-3}$. Its acceleration is of order $\tau^{-2}$, and the acceleration field has another factor of one over distance, again giving $\tau^{-3}$. A finite displacement changes a force of order $\tau^{-2}$ by a relative amount $1/\tau$; the logarithmic displacement found below changes it by a relative amount $(\ln\tau)/\tau$. Radiation reaction involves the derivative of the acceleration and falls as $\tau^{-3}$. The radiation emitted in the decay itself runs ahead on the light cone, while massive charges stay inside it.

All these forces are at most of order $\tau^{-3}\ln\tau$. They affect the final velocity and the finite displacement, but not the coefficient of the logarithm. The counting requires massive particles and $\gamma_{ab}>1$ for each charged pair: their final velocities must differ. It covers electromagnetic forces only. Any other force that falls as $1/r^2$, such as gravity, which acts also between a charge and a neutral body, adds a logarithm of its own at the same order; such forces are left out here.

\subsection{The momentum tail and the drifting offset}

We integrate (\ref{W}) inward from infinity, where $p_a(\tau)$ has the limit $p_a$:
\begin{equation}
p_a^\mu(\tau)=p_a^\mu-\int_\tau^\infty\frac{W_a^\mu}{\tau'^2}d\tau'
=p_a^\mu-\frac{W_a^\mu}{\tau}+\cdots .
\label{tail}
\end{equation}
Division by the mass and a second integration give, with $w_a^\mu=W_a^\mu/m_a$,
\begin{align}
u_a^\mu(\tau)&=u_a^\mu-\frac{w_a^\mu}{\tau}+\cdots,\nonumber\\
X_a^\mu(\tau)&=u_a^\mu\tau-w_a^\mu\ln\tau+{\rm const}+\cdots .
\label{drift}
\end{align}
The sign is easily read: a repelled charge is still being accelerated, so at time $\tau$ it is slower than it will finally be and falls behind the line with its final velocity. If we put $c_a\to-w_a\ln\tau$ in (\ref{offset}) and stop at $\tau\sim1/\omega$, we obtain $c_a\to+w_a\ln\omega$. This estimate already has the correct coefficient, as the integral in Part II shows.

The orbital angular momentum $X_a^\rho p_a^\mu-X_a^\mu p_a^\rho$ contains
$-\ln\tau\,(w_a^\rho p_a^\mu-w_a^\mu p_a^\rho)$. For a pair, the terms of the two particles are equal and opposite: the piece of $w_a$ along $u_a$ drops out, the mass cancels, and the rest is antisymmetric under exchange of $a$ and $b$. Their sum has no logarithm. Radiation nevertheless sees one, because (\ref{offset}) weights each particle by its own factor $q_a/(p_a\cdot k)$.

\subsection{The drift as a momentum derivative}

The vector $w_a$ is the gradient of one function of all momenta. The interaction action of $a$ in the field of $b$ is $-q_a\int A_b\cdot u_a\,d\tau$. The potential of a uniformly moving charge is $A_b^\mu=q_bu_b^\mu/\{4\pi[(u_b\cdot x)^2-x^2]^{1/2}\}$, as its rest frame shows. On $x=u_a\tau$, up to a late time $T$, this action contains
\begin{equation}
-\frac{q_aq_b}{4\pi}\frac{\gamma_{ab}}{\sqrt{\gamma_{ab}^2-1}}\,\ln T .
\end{equation}
Counting each pair once, we write the total as $-G\ln T$, where
\begin{equation}
G=\sum_{\rm pairs}\frac{q_aq_b}{4\pi}\,
\frac{p_a\cdot p_b}{\sqrt{(p_a\cdot p_b)^2-p_a^2p_b^2}} .
\label{G}
\end{equation}
To differentiate one pair, let $s=p_a\cdot p_b$ and $D=s^2-p_a^2p_b^2$. Because $\partial s/\partial p_{a\mu}=p_b^\mu$ and $\partial p_a^2/\partial p_{a\mu}=2p_a^\mu$,
\begin{align}
\frac{\partial}{\partial p_{a\mu}}\frac{s}{D^{1/2}}
&=\frac{p_b^\mu}{D^{1/2}}
-\frac{s(sp_b^\mu-p_b^2p_a^\mu)}{D^{3/2}}\nonumber\\
&=\frac{p_b^2(sp_a^\mu-p_a^2p_b^\mu)}{D^{3/2}} .
\end{align}
In the second line the two terms $s^2p_b^\mu$ have cancelled. On the mass shells the numerator is $m_a^2m_b^3(\gamma_{ab}u_a^\mu-u_b^\mu)$ and the denominator is $m_a^3m_b^3(\gamma_{ab}^2-1)^{3/2}$. Comparison with (\ref{W}) gives
\begin{equation}
w_a^\mu=\frac{\partial G}{\partial p_{a\mu}} .
\label{gradient}
\end{equation}
The same late interaction thus appears as a drift of the orbit and as a growing phase of the wave function.

\subsection{A decaying pair: the momentum tail}

Let a neutral parent at rest produce charges $+q$ and $-q$ of equal mass $m$, moving back to back along the $z$ axis. Let $v$ be their final speed and $\gamma=(1-v^2)^{-1/2}$. Then
\begin{align}
\gamma_{ab}&=\gamma^2(1+v^2),\nonumber\\
\gamma_{ab}^2-1&=\gamma^4[(1+v^2)^2-(1-v^2)^2]=4\gamma^4v^2 .
\label{pairgamma}
\end{align}
For the particle moving towards positive $z$, the numerator in (\ref{W}) is $\gamma v(\gamma_{ab}+1)=2\gamma^3v$. Define the length $\kappa=q^2/(4\pi m)$. The charges attract, so
\begin{equation}
W^z=-\kappa m\frac{2\gamma^3v}{(2\gamma^2v)^3}
=-\frac{\kappa m}{4\gamma^3v^2}.
\end{equation}
In the frame of the parent $\tau\simeq t/\gamma$, and (\ref{tail}) predicts $t\,[p_{\rm final}-p(t)]\to-\kappa m/(4\gamma^2v^2)$.

For numbers we take a length unit $L$ and the round parameters $\kappa=0.1\,L$ and initial speed $0.6$. The force is switched on when each charge is a distance $L$ from the origin. The retarded force follows from (\ref{field}) with $x$ measured from the retarded source point, where $x^2=0$. If $R$ is the retarded distance and $v'$ the retarded speed of the partner, $u_b\cdot x=\gamma'R(1+v')$, and the attractive force is
\begin{equation}
\frac{\kappa m}{R^2}\frac{1}{\gamma'^2(1+v')^2}
=\frac{\kappa m}{R^2}\frac{1-v'}{1+v'} .
\end{equation}
The acceleration field vanishes along the line of acceleration; the self-force is left out of this model. A fourth-order Runge--Kutta integration in $\ln t$, with the stored past supplying $R$ and $v'$, was carried to $t\approx10^8L$. It gives $v=0.5859$ and $\gamma=1.2340$. At $t\approx10^4L$ the product $t\,[p_{\rm final}-p(t)]$ is $-0.0478\,mL$. The formula gives
$-0.1/(4\times1.2340^2\times0.5859^2)=-0.0478$ in the same unit. The negative sign means that the attracted particle still has to lose momentum.

\section{Part II. The logarithm in the radiation}

\subsection{Symbols and results carried over}

Particle $a$ has charge $q_a$, mass $m_a$, final four-velocity $u_a$ and final momentum $p_a=m_au_a$; the photon has $k=\omega(1,\mathbf n)$, and $\gamma_{ab}=u_a\cdot u_b$. The current transform is $J^\mu(k)$ and the soft factor is $S=-i\varepsilon\cdot J$. At late proper time
\begin{align}
u_a(\tau)&=u_a-\frac{w_a}{\tau}+\cdots,\nonumber\\
w_a^\mu&=\sum_{b\ne a}\frac{q_aq_b}{4\pi m_a}
\frac{\gamma_{ab}u_a^\mu-u_b^\mu}{(\gamma_{ab}^2-1)^{3/2}} .
\label{start}
\end{align}
Also $w_a^\mu=\partial G/\partial p_{a\mu}$, where $-G\ln T$ is the interaction action accumulated up to a late time $T$. The current follows from the changes of velocity: it contains
$iq_a\int d\tau\,e^{ik\cdot X_a}\,d[u_a^\mu/(k\cdot u_a)]/d\tau$.

For outgoing massive charges with different final velocities, the Coulomb force makes each velocity approach its limit as $1/\tau$ and each orbit drift by $-w_a\ln\tau$, so the finite term in Low's expansion has no definite offset to refer to. It remains to evaluate the radiation integral, which turns this drift into a term in $\ln\omega$ and confirms its estimated coefficient, and to include incoming charges.

All numerical values are calculated from the stated model.
